# Pairing Time of Interstitial Iron with Boron in Silicon

## Problem

A silicon crystal contains $N=1.0\times10^{16}\ \mathrm{cm^{-3}}$ boron acceptors and a much smaller density of interstitial iron. In the dark, in p-type material, the iron is a mobile positive ion Fe⁺ and the boron a fixed negative ion B⁻. They attract each other and form neutral pairs. The iron diffusivity at room temperature, here $T=300$ K, is $D=5.6\times10^{-15}\ \mathrm{cm^2/s}$. Take the relative permittivity as $\varepsilon_r=11.7$ and the closest iron-boron distance as $a=0.235$ nm, both rough values for silicon. All iron is unpaired and uniformly distributed at $t=0$.

(a) Find the rate at which one boron ion captures iron.

(b) Find the pairing time $\tau$, defined as the time in which the unpaired iron falls to $1/e$ of its initial density. How long do 50% and 99% pairing take?

(c) How long would pairing take without the electric attraction?

(d) Estimate the effects of hole screening, neighbouring borons, dissociation, incomplete ionisation and a few kelvin of temperature change.

## Solution

### (a) Capture by one boron ion

Let $r$ be the iron-boron distance and $\varepsilon=\varepsilon_r\varepsilon_0$. The energy of the two opposite unit charges, divided by the thermal energy, is

$$
u(r)=-\frac{e^2}{4\pi\varepsilon k_BT\,r}=-\frac{R}{r},\qquad
R=\frac{e^2}{4\pi\varepsilon k_BT}.
$$

At $r=R$ the attraction equals $k_BT$. With $k_BT=0.02585$ eV, $R=4.76$ nm, about twenty times the contact distance.

Let $c(r,t)$ be the iron concentration around the boron. Diffusion gives an outward current density $-Dc'$, where a prime means $d/dr$. The radial force is $-k_BTu'$. By the Einstein relation, the drift velocity is $D/k_BT$ times the force, or $-Du'$. The outward current density is therefore $-D(c'+cu')$. It vanishes for the equilibrium distribution $c\propto e^{-u}$, as it must. The inward current through a sphere of radius $r$ is

$$
J=4\pi r^2D\,(c'+cu').
$$

In a steady state $J$ does not depend on $r$. Since $(ce^u)'=e^u(c'+cu')$, multiplication by $e^u$ gives

$$
(ce^u)'=\frac{J}{4\pi D}\,\frac{e^{u}}{r^2}.
$$

Iron that reaches $r=a$ is taken to pair at once, so $c(a)=0$. Far away $c\to c_0$ and $u\to0$. Integration from $a$ to infinity gives

$$
c_0=\frac{J}{4\pi D}\int_a^\infty\frac{e^{-R/r}}{r^2}\,dr .
$$

Substitute $x=1/r$, for which $dx=-dr/r^2$:

$$
\int_a^\infty\frac{e^{-R/r}}{r^2}\,dr=\int_0^{1/a}e^{-Rx}\,dx
=\frac{1-e^{-R/a}}{R}.
$$

The capture coefficient, defined by $J=kc_0$, is therefore

$$
k=\frac{4\pi DR}{1-e^{-R/a}} .
$$

Here $R/a=20.26$ and $e^{-R/a}=1.6\times10^{-9}$, so

$$
k\simeq4\pi DR=3.35\times10^{-20}\ \mathrm{cm^3/s}.
$$

The contact distance has dropped out. In the opposite limit, $R\ll a$, expansion of the exponential gives $1-e^{-R/a}\simeq R/a$ and hence $k=4\pi Da$, the result for an uncharged absorbing sphere.

**Is the steady rate valid from the start?** Integrating the same equation from $r$ to infinity gives the steady profile

$$
c(r)=c_0\,\frac{1-e^{R/r-R/a}}{1-e^{-R/a}} .
$$

The profile is nearly flat. The exponential in the numerator matters only when $R/a-R/r$ is of order one. Near contact this difference is about $R(r-a)/a^2$, so the depleted layer has thickness

$$
\frac{a^2}{R}=\frac{(0.235\ \mathrm{nm})^2}{4.76\ \mathrm{nm}}\simeq0.012\ \mathrm{nm}.
$$

The initial uniform distribution is thus already close to the steady one. The reason is that the Coulomb drift current of a uniform concentration, $4\pi r^2Dc_0R/r^2=4\pi DRc_0$, is the same through every sphere, so drift brings in as much iron as it removes.

A layer of 0.012 nm is thinner than one atomic jump, and the continuum profile has no literal meaning there. The rate does not depend on this detail, because it does not depend on $a$. It is set at distances near $R$. One jump between neighbouring interstitial sites is also about 0.235 nm long, and at $r=R$ it changes the energy by about $(0.235/4.76)\,k_BT=0.049\,k_BT$. Continuous drift and diffusion are a good description in that region.

### (b) The pairing time

Let $n(t)$ be the density of unpaired iron. If the borons capture independently, and nearly all of them remain free, then

$$
\frac{dn}{dt}=-kNn .
$$

Separation of variables gives $\ln[n(t)/n(0)]=-kNt$, or

$$
n(t)=n(0)e^{-t/\tau},\qquad
\tau=\frac{1}{kN}=\frac{1}{4\pi DRN}.
$$

Inserting $R$ cancels the factor $4\pi$:

$$
\boxed{\;\tau=\frac{\varepsilon k_BT}{e^2DN}\;}
$$

For the arithmetic, write $k_BT/e=0.02585$ V and use centimetres throughout:

$$
\tau=\frac{11.7\,(8.854\times10^{-14}\ \mathrm{F/cm})(0.02585\ \mathrm V)}
{(1.602\times10^{-19}\ \mathrm C)(5.6\times10^{-15}\ \mathrm{cm^2/s})(10^{16}\ \mathrm{cm^{-3}})}
=2985\ \mathrm s .
$$

The diffusivity has two significant figures, so the result is

$$
\tau\simeq3.0\times10^3\ \mathrm s\simeq50\ \mathrm{min}.
$$

This is not the time to complete pairing. A fraction $f$ is paired when $e^{-t/\tau}=1-f$, which gives $t_f=-\tau\ln(1-f)$. Hence

$$
t_{50\%}=\tau\ln2\simeq2.1\times10^3\ \mathrm s,\qquad
t_{99\%}=\tau\ln100\simeq1.4\times10^4\ \mathrm s .
$$

The result can also be read as a diffusion time. If the hole density equals $N$, the Debye length $\lambda$ is given by

$$
\lambda^2=\frac{\varepsilon k_BT}{e^2N}=\frac{1}{4\pi RN},
\qquad\text{so}\qquad \tau=\frac{\lambda^2}{D}.
$$

Here $\lambda=40.9$ nm. During one pairing time iron diffuses a distance of this order, which is tiny compared with the thickness of a wafer. Iron can therefore find boron at room temperature although it cannot reach a gettering layer at the wafer surface in the same time.

At fixed $T$ and $\varepsilon$, doubling either $D$ or $N$ halves $\tau$.

### (c) Without attraction

For uncharged iron with the same $D$, $N$ and $a$, the steady capture coefficient is $4\pi Da$. The time becomes

$$
\tau_{\text{uncharged}}=\frac{1}{4\pi DaN}
=\frac{R}{a}\,\tau\simeq6.0\times10^4\ \mathrm s .
$$

This time depends directly on $a$, which is only one atomic jump long, so the continuum value is uncertain by roughly 10%. The attraction shortens pairing by a factor of about 20. It does so by enlarging the effective target from $a$ to $R$, with the diffusivity unchanged.

### (d) What the simple result neglects

**Hole screening.** Let $\phi$ be the potential measured from its mean value. For $|e\phi|\ll k_BT$, the hole density is $p=Ne^{-e\phi/k_BT}\simeq N(1-e\phi/k_BT)$. Away from the chosen boron, the other acceptors are treated as a uniform charge density $-eN$. Poisson's equation then reads

$$
\nabla^2\phi=-\frac{e(p-N)}{\varepsilon}
=\frac{e^2N}{\varepsilon k_BT}\phi=\frac{\phi}{\lambda^2}.
$$

The decaying solution around B⁻ gives the iron energy

$$
u_s(r)=-\frac{R}{r}e^{-r/\lambda}.
$$

The linearisation fails for $r\lesssim R$. Holes are rarely found there. Only about 0.8% of the borons hold a bound hole, as estimated under charge states below. Unbound holes at their mean density would put only 0.0045 holes inside $R$; attraction raises this number to about 0.02, if the Boltzmann factor is applied only outside the bound-hole orbit of radius roughly 1 nm, inside which a classical count has no meaning. The potential in that region therefore stays close to the bare Coulomb form. The integration of part (a) now gives a late-time rate $4\pi DR_s$, with

$$
\frac1{R_s}=\int_a^\infty\frac{e^{u_s(r)}}{r^2}\,dr .
$$

For $r\ll\lambda$, $u_s\simeq-R/r+R/\lambda$. To first order in $R/\lambda$, the integral grows by the factor $1+R/\lambda$, so $R_s\simeq R(1-R/\lambda)\simeq4.2$ nm. Numerical quadrature gives 4.31 nm, about 9% below $R$.

The early rate is higher than this late rate. The drift current of a uniform concentration through a sphere is now

$$
4\pi r^2Dc_0u_s'=4\pi DRc_0\left(1+\frac r\lambda\right)e^{-r/\lambda}.
$$

Close to the boron it still equals $4\pi DRc_0$, but it falls with distance. More iron leaves the region inside $\lambda$ than drift supplies, and that region is partly depleted over a time of order $\lambda^2/D=\tau$.

To follow this change, the radial drift-diffusion equation was solved by finite volumes with implicit time steps, starting from a uniform concentration. If $k(t)$ is the resulting capture coefficient, the $1/e$ time follows from $N\int_0^t k(t')\,dt'=1$. It is 3111 s, or 4.2% longer than $\tau$.

The expansion parameter is $R/\lambda=\sqrt{4\pi R^3N}$, here 0.12. At fixed $T$ and $\varepsilon$ it grows as $\sqrt N$ and passes one near $10^{18}\ \mathrm{cm^{-3}}$. The simple formula should not be trusted there.

**Neighbouring borons.** Their fields overlap, so independent capture is an approximation. A Brownian simulation avoids it: 4000 iron ions were moved by drift and random displacements, each in its own periodic box with 50 randomly placed borons and the screened potential. The $1/e$ time was 2985 s with a relative standard error of 2.1%. Its agreement with $\tau$ to four figures is accidental at this precision. The value lies about two standard errors below the one-boron screened result, and two systematic errors are not included in the standard error. One is the finite time step. The other is the fixed number of borons per box: for independent capture the survival is then $(1-x/50)^{50}\simeq e^{-x-x^2/100}$ instead of $e^{-x}$, with $x=N\int_0^t k\,dt'$, which shortens the $1/e$ time by about 1%. The simulation therefore supports a time near $3\times10^3$ s, but does not settle a correction of 4%.

The unpaired fractions at $0.5\tau$, $\tau$ and $2\tau$ were 0.615, 0.368 and 0.137. The one-boron screened calculation gives 0.616, 0.383 and 0.149, and the simple exponential 0.607, 0.368 and 0.135. At the two later times the simulation lies closer to the simple exponential, although it includes screening. Its distance from the one-boron screened values is only about two standard errors, too little to decide between them.

**Dissociation and use of boron.** Take a rough binding energy $E_b=0.60$ eV, four nearest interstitial sites per boron, and $N_i=5\times10^{22}\ \mathrm{cm^{-3}}$ interstitial sites in all. Counting sites with their Boltzmann weights gives the equilibrium ratio

$$
\frac{n_{\text{paired}}}{n}=\frac{4N}{N_i}e^{E_b/k_BT},
$$

and an unpaired fraction of about $1\times10^{-4}$. For an iron density of $10^{12}\ \mathrm{cm^{-3}}$, at most a fraction $10^{-4}$ of the boron is used up. Numerical integration of the rate equation with both effects, the dissociation rate being fixed by this equilibrium, leaves the $1/e$ time at 2985 s. These effects are negligible here. If iron were as abundant as boron, the exponential law would fail, because the free boron would disappear along with the iron.

**Charge states.** With a rough valence-band density of states $N_v=3\times10^{19}\ \mathrm{cm^{-3}}$, the Fermi level lies

$$
E_F-E_v=k_BT\ln\frac{N_v}{N}=0.207\ \mathrm{eV}
$$

above the valence-band edge $E_v$. The iron donor level is roughly 0.38 eV above the edge. Ignoring degeneracy factors, the ratio of neutral to positive iron is $e^{-(0.38-0.207)/0.02585}$, about $10^{-3}$. For boron, with a level roughly 0.045 eV above the edge and an acceptor degeneracy of four, the neutral-to-ionised ratio is $4(N/N_v)e^{0.045/0.02585}$, or about 0.8%. With these values both corrections are below one per cent; the boron ratio scales as $1/N_v$ and would be about 2% for $N_v=10^{19}\ \mathrm{cm^{-3}}$.

**Temperature.** The given $D$ belongs to 300 K. Suppose that it varies as $e^{-E_m/k_BT}$ with a rough migration energy $E_m=0.67$ eV, while $N$ and $\varepsilon$ stay fixed. Since $\tau\propto T/D$,

$$
\tau(T)=\tau(300\ \mathrm K)\,\frac{T}{300\ \mathrm K}
\exp\!\left[\frac{E_m}{k_B}\left(\frac1T-\frac1{300\ \mathrm K}\right)\right].
$$

This gives about $5.4\times10^3$ s at 293 K and $2.3\times10^3$ s at 303 K. Logarithmic differentiation shows why the change is so large:

$$
\frac{d\ln\tau}{dT}=\frac1T-\frac{E_m}{k_BT^2}\simeq-0.083\ \mathrm{K^{-1}}
\quad\text{at }300\ \mathrm K .
$$

Near 300 K, one kelvin changes the time by about 8%. Of the effects estimated here, a change of several kelvin is the largest.

**Use for a real wafer.** The simple exponential gives a waiting time of about $4.6\tau$ for 99% pairing, provided that the wafer stays in the dark at 300 K and its iron starts as isolated Fe⁺. In the one-boron model, hole screening slows the late stage of capture and lengthens this wait by several per cent. Storage at 293 K would lengthen this wait by a factor of about 1.8. Strong illumination violates the assumptions, because it changes the iron charge state and can split pairs. Iron already bound in precipitates or at other defects is outside the calculation.
